# Phase-interchange duality for the permittivity of two-dimensional dielectric composites

Multiply the permittivity of every part of a composite by the same positive number \(s\). The electric field for a given mean field is unchanged, the displacement is multiplied by \(s\), and so is the effective permittivity. A product of two effective permittivities therefore scales as \(s^2\). Suppose that such a product, formed from a composite of phases \(k_1,k_2\) and from the same geometry with the phases interchanged, does not depend on the geometry. Its value can then be read off when phase 2 occupies no area: the original medium is uniform with permittivity \(k_1\), the interchanged one is uniform with \(k_2\), and the product is \(k_1k_2\). Scaling and this limit fix the answer but do not show that the product is independent of geometry. That follows from a symmetry special to the plane: a quarter turn converts divergence-free fields into curl-free fields. Since the turn also exchanges the axes, the relation must pair one axis of the first medium with the other axis of the second:

\[
K_y(k_1,k_2)\,K_x(k_2,k_1)=k_1k_2 .
\]

In this formula \(x\) and \(y\) are principal axes of the effective permittivity; the tensor relation derived below covers other axes. The medium is uniform along \(z\), and its cross-section is periodic. The phases are linear, isotropic and lossless, with relative permittivities \(k_1,k_2>0\). Interfaces are perfect and carry no free charge, and the fields are quasi-static. The first argument of \(K\) is the permittivity of the region called the matrix, the second that of the inclusions. The algebra uses atomic units with the common factor \(1/(4\pi)\) dropped from the displacement, so \(\mathbf D=k\mathbf E\).

Let angle brackets denote an average over the cell, and let \(\mathbf e\) be the prescribed mean field. The cell problem is

\[
\mathbf E=\mathbf e+\nabla v,\qquad \nabla\!\cdot(k\mathbf E)=0,\qquad \langle\mathbf D\rangle=K\mathbf e ,
\]

with \(v\) periodic; the sign of the potential has been absorbed into \(v\). The solution is unique. If two solutions differ by \(\nabla w\), then \(\nabla\cdot(k\nabla w)=0\). Multiplying by \(w\) and integrating by parts, with no boundary term because of periodicity, gives \(\langle k|\nabla w|^2\rangle=0\), so \(\nabla w=0\).

The same integration by parts gives \(\langle\nabla u\cdot\mathbf D\rangle=0\) for every periodic \(u\). Hence, for solutions with mean fields \(\mathbf e_a\) and \(\mathbf e_b\),

\[
\mathbf e_a\cdot K\mathbf e_b=\langle\mathbf E_a\cdot k\mathbf E_b\rangle .
\]

The right side is unchanged when \(a\) and \(b\) are exchanged, so \(K\) is symmetric. Setting \(a=b\) shows that it is positive definite, since a field with nonzero mean has nonzero energy. For a trial potential \(v+u\), the term linear in \(u\) vanishes by the same identity, leaving

\[
\langle k|\mathbf e+\nabla v+\nabla u|^2\rangle
=\mathbf e\cdot K\mathbf e+\langle k|\nabla u|^2\rangle .
\]

For a unit mean field, the effective permittivity along that field is thus the minimum of \(\langle k|\mathbf E|^2\rangle\) over periodic potentials, and any trial potential gives an upper bound. This quantity, twice the energy density in the present units, is called the energy below.

Now define the clockwise quarter turn

\[
R(a,b)=(b,-a),\qquad
R=\begin{pmatrix}0&1\\-1&0\end{pmatrix}.
\]

With \(\operatorname{curl}\mathbf A=\partial_xA_y-\partial_yA_x\), direct differentiation gives

\[
\operatorname{curl}(R\mathbf D)=-\partial_xD_x-\partial_yD_y=-\nabla\!\cdot\mathbf D,
\]
\[
\nabla\!\cdot(R\mathbf E)=\partial_xE_y-\partial_yE_x=\operatorname{curl}\mathbf E .
\]

Both right sides vanish. The interface conditions are exchanged as well. Let \(\mathbf n\) be the normal and \(\mathbf t=R\mathbf n\) the tangent. Because a rotation preserves scalar products, \(\mathbf t\cdot R\mathbf D=\mathbf n\cdot\mathbf D\). Because \(R\mathbf t=R^2\mathbf n=-\mathbf n\), also \(\mathbf n\cdot R\mathbf E=-\mathbf t\cdot\mathbf E\). Continuity of normal \(\mathbf D\) therefore becomes continuity of the tangential component of \(R\mathbf D\), and continuity of tangential \(\mathbf E\) becomes continuity of the normal component of \(R\mathbf E\).

These rotated fields solve an electrostatic problem in another medium. Put \(c=k_1k_2\) and define

\[
\mathbf E'=R\mathbf D,\qquad \mathbf D'=c\,R\mathbf E .
\]

Since \(\mathbf E=\mathbf D/k\),

\[
\mathbf D'=\frac{c}{k}R\mathbf D=\frac{k_1k_2}{k}\mathbf E' .
\]

Where \(k=k_1\), the new permittivity is \(k_2\); where \(k=k_2\), it is \(k_1\). This is the interchanged composite. Being periodic and curl-free, \(\mathbf E'\) equals its mean plus the gradient of a periodic potential, so by uniqueness it is the solution of the cell problem for that composite. Physically, the flux lines of one problem have become the equipotentials of the other.

It remains to average. From \(\langle\mathbf E'\rangle=RK\mathbf e\) one has \(\mathbf e=K^{-1}R^{\mathsf T}\langle\mathbf E'\rangle\), because \(R^{-1}=R^{\mathsf T}\). Substitution in \(\langle\mathbf D'\rangle=cR\mathbf e\) gives

\[
K'=c\,RK^{-1}R^{\mathsf T}.
\]

Since \(RK\) is invertible, every mean field of the new medium can be reached, so this determines the whole tensor \(K'\). Write \(K\) with diagonal entries \(a,d\), off-diagonal entry \(b\), and \(\Delta=ad-b^2\). Then

\[
RK^{-1}R^{\mathsf T}
=\frac1\Delta
\begin{pmatrix}-b&a\\-d&b\end{pmatrix}
\begin{pmatrix}0&-1\\1&0\end{pmatrix}
=\frac1\Delta
\begin{pmatrix}a&b\\b&d\end{pmatrix}.
\]

The full result is

\[
K(k_2,k_1)=\frac{k_1k_2}{\det K(k_1,k_2)}\,K(k_1,k_2).
\]

The two tensors are proportional and share their principal axes. Along those axes \(\det K=K_xK_y\), so \(K_x(k_2,k_1)=k_1k_2K_x/(K_xK_y)=k_1k_2/K_y\), which is the product rule.

A laminate shows the pairing of axes directly. Let the layers be normal to \(x\), with area fraction \(f\) of phase 2. The displacement is uniform for a field along \(x\), so inverse permittivities average:

\[
K_x(k_1,k_2)=\left[\frac{1-f}{k_1}+\frac f{k_2}\right]^{-1}
=\frac{k_1k_2}{(1-f)k_2+fk_1}.
\]

For a field along \(y\) the electric field is uniform and permittivities average. After interchange, \(K_y(k_2,k_1)=(1-f)k_2+fk_1\), precisely the denominator above.

A dilute set of circular rods gives a second limit. For one rod of radius \(r_0\), take the potential \(Ar\cos\theta\) inside and \((r+B/r)\cos\theta\) outside. Continuity of potential and normal displacement gives \(A=1+B/r_0^2\) and \(k_2A=k_1(1-B/r_0^2)\). Eliminating \(B\) yields \(A=2k_1/(k_1+k_2)\), the ratio of inner to applied field. Since \(\langle\mathbf D\rangle-k_1\langle\mathbf E\rangle\) comes from the rods alone, to first order in \(f\)

\[
\frac{K(k_1,k_2)}{k_1}=1+2f\,\frac{k_2-k_1}{k_1+k_2}.
\]

Interchange reverses the sign of the correction, so the product is \(k_1k_2\) to this order.

The rule connects two materials; by itself it does not determine \(K_x\) from \(K_y\) of one material. More can be said if interchange merely translates the pattern. Then \(K(k_2,k_1)=K(k_1,k_2)\), which requires \(\det K=k_1k_2\). If the medium is also isotropic, as a checkerboard is by its fourfold symmetry, \(K=\sqrt{k_1k_2}\). For \(k_1=2.7\) and \(k_2=1\) this is 1.6432, while a finite-element energy calculation gives 1.6436, slightly high as an upper bound must be.

Duality also turns upper bounds into lower bounds. Let \(U_y\) be the trial energy for the original medium driven along \(y\), and \(U'_x\) that for the interchanged medium driven along \(x\), each with unit mean field. Since \(K_y=k_1k_2/K_x(k_2,k_1)\) and \(K_x(k_2,k_1)\le U'_x\),

\[
\frac{k_1k_2}{U'_x}\le K_y(k_1,k_2)\le U_y .
\]

Two calculations of the same kind thus enclose the answer. It follows that \(U_yU'_x\ge k_1k_2\), and the excess measures the combined error of the two trial potentials.

Consider a 32 nm film of organosilicate low-k dielectric containing one row of buried air channels, between wide blanket electrodes. The matrix has \(k_1=2.7\), a rough typical value, and air is taken as \(k_2=1\). The channels are 12 nm wide along \(x\), 20 nm high along \(y\), are centred vertically with 6 nm of matrix above and below, and repeat every 32 nm, so

\[
f=\frac{12\times20}{32\times32}=0.2344 .
\]

The mirror symmetry of the channel makes \(x\) and \(y\) the principal axes. It also justifies using a periodic result for a single row. Reflection in a horizontal plane midway between rows reverses the vertical drive; by uniqueness it reverses the potential up to a constant, so the potential is constant on that plane. Electrodes can be placed on two such planes without changing the field between them. This requires the centred row; shifting the row by 4 nm towards one electrode raises the vertical permittivity by about 0.3%.

The two media were solved separately with a potential that is bilinear on square elements. Material boundaries lie on element edges, so the energies are upper bounds, apart from rounding. With 0.25 nm elements, \(U_y=2.219162\) and \(U'_x=1.216726\). Hence

\[
2.21906<\frac{2.7}{1.216726}\le K_y<2.21917 .
\]

The excess of \(U_yU'_x\) over 2.7, relative to 2.7, falls from 0.042% with 1 nm elements to 0.013% and 0.004% as the element width is halved twice. The fields agree too: the rotated displacement, scaled to unit mean, differs from the separately solved interchanged field by 2.8% on the coarsest mesh and 0.8% on the finest, relative to the root-mean-square fluctuation of the latter. The capacitance per area is \(\varepsilon_0K_y/(32\ \mathrm{nm})=61.4\ \mathrm{nF/cm^2}\).

For the same periodic cross-section (blanket electrodes would short a lateral drive) \(K_x=2.107\), and \(K_xK_y=4.68\), far from 2.7; the interchange is essential. The interchanged medium consists of separate solid bars in air. It would not support itself, but it serves perfectly well as an auxiliary problem.

When symmetry does not fix the axes, the tensor form is needed. An oblique channel was built from eight square blocks on an \(8\times8\) cell, filling columns 1–2, 2–4 and 4–6 of three successive rows. With the same phases, its components \((K_{xx},K_{xy},K_{yy})\) are \((2.4347,0.0368,2.3335)\). The tensor formula predicts \((1.1573,0.0175,1.1093)\) after interchange, and a separate solution gives \((1.1575,0.0175,1.1094)\). These are values on one mesh; refinement lowers the directly computed components by up to \(2\times10^{-4}\), so the last digit is not converged. In both media the axis of larger permittivity lies at \(18.0^\circ\) to \(x\).

A third phase changes the rule. The derivation used two phases only to identify \(c/k\) with an interchange. For any number of isotropic phases and any constant \(c>0\), it gives, along principal axes,

\[
K_y[k]\,K_x[c/k]=c .
\]

Suppose processing leaves a 1 nm densified liner in the matrix around each channel, the air region being unchanged, with a rough assumed permittivity of 4. The dual liner must have \(2.7/4=0.675\), a coefficient in an auxiliary problem and not a proposed material. With this transformation the computed product exceeds 2.7 by 0.009%. If the liner is instead held at 4 while matrix and air are interchanged, the excess is 11.4%. Its sign follows from the energy minimum: raising \(k\) anywhere cannot lower the energy of any trial field, and so cannot lower \(K\).

Three-dimensional structure also breaks the equality. Let matrix supports cross the channels, leaving them open over a fraction \(p\) of their length, and put \(q=1-p\). In the energy for a transverse drive, discard the nonnegative term from \(\partial_zv\), then minimise in each slice independently. Both operations can only lower the minimum, so

\[
K_y^{\rm 3D}(k_1,k_2)\ge pK_y+qk_1,
\]
\[
K_x^{\rm 3D}(k_2,k_1)\ge p\frac{k_1k_2}{K_y}+qk_2 ,
\]

where \(K_y\) belongs to the open cross-section. Multiply these positive bounds and subtract \(k_1k_2=(p+q)^2k_1k_2\). The terms in \(p^2\) and \(q^2\) cancel, leaving

\[
pq\,k_2\left(K_y+\frac{k_1^2}{K_y}-2k_1\right)
=pq\,k_2\frac{(k_1-K_y)^2}{K_y}.
\]

Relative to \(k_1k_2\), the excess is therefore at least \(pq(k_1-K_y)^2/(k_1K_y)\), which is positive whenever \(0<p<1\) and \(K_y\ne k_1\). For 6 nm supports every 48 nm, \(p=0.875\), and this lower bound is 0.42%. A three-dimensional trial calculation bounds the excess above by 1.26%. The same calculation gives \(K_y^{\rm 3D}\le2.285\), so these supports raise the vertical permittivity by at most about 3%.

The effective permittivity also gives the mean field in the air. Let \(E_g\) and \(E_m\) be the mean vertical fields in gap and matrix, and \(E_0\) the applied mean field. Then

\[
E_0=fE_g+(1-f)E_m,\qquad
K_yE_0=fk_2E_g+(1-f)k_1E_m .
\]

Multiplying the first equation by \(k_1\) and subtracting the second removes \(E_m\):

\[
\frac{E_g}{E_0}=\frac{k_1-K_y}{f(k_1-k_2)}
=\frac{2.7-2.2192}{0.2344\times1.7}=1.207 .
\]

At 1 V the applied field is 0.3125 MV/cm and the mean gap field is 0.377 MV/cm. The largest element-averaged fields on the 0.25 nm mesh are 0.50 MV/cm in the gap and 0.41 MV/cm in the matrix. They have no limit under refinement: at an ideal right-angle corner with this contrast the field diverges as \(r^{-0.15}\) with distance \(r\), so these values grow by up to about 10% each time the element width is halved. They are not local maxima for a real, rounded channel.

In relation to real interconnects, the matrix permittivity is in the usual range for dense organosilicate films, but the regular row between blanket plates is an idealisation. Air gaps between metal lines see electrodes of finite width, for which the capacitance formula above does not hold. For the film itself, material changes matter more than the numerical error: the liner raises \(K_y\) by 3.35% (by about 8% if it narrows the channel instead of replacing matrix), and moisture uptake that raises the matrix value from 2.7 to 2.8, with the channels still dry, raises it by 3.1%. The matrix field quoted above is about one twelfth of a rough breakdown strength of 5 MV/cm, but it is a mesh-dependent corner value, so this ratio is not a breakdown margin; defects and ageing are also left out. An electron can gain at most 1 eV from the bias, well below the roughly 12 eV needed to ionise an oxygen molecule and the roughly 16 eV needed for nitrogen. Direct tunnelling through the full film is negligible, with an estimated transmission far below \(10^{-100}\) for a 3 eV barrier and half the free-electron mass; this says nothing about leakage through traps. At 100 GHz the squared phase change across the cell is about \(10^{-8}\), so retardation within the cell is negligible; propagation along the wide electrodes is a separate question. The numerical output gives the remaining digits.

## Computed results

```
Matrix k1, gap k2, product: 2.70, 1.00, 2.70
Film thickness and channel pitch: 32 nm
Channel width, height: 12, 20 nm
Gap area fraction: 0.234375
Mesh 1.00 nm: K_y(k1,k2) 2.219577, K_x(k2,k1) 1.216955
  product excess 0.04165 %, rotated-field error 2.824 %
Mesh 0.50 nm: K_y(k1,k2) 2.219262, K_x(k2,k1) 1.216781
  product excess 0.01317 %, rotated-field error 1.540 %
Mesh 0.25 nm: K_y(k1,k2) 2.219162, K_x(k2,k1) 1.216726
  product excess 0.00412 %, rotated-field error 0.845 %
Extrapolated K_y: 2.219115
Extrapolated product excess: -0.000093 %
Rigorous bracket for K_y: 2.219070 to 2.219162
Harmonic, arithmetic bounds: 1.93073, 2.30156
K_x(k1,k2), K_y(k2,k1): 2.107196, 1.281392
Their product: 2.700146
Same-film product K_x*K_y: 4.67621
Capacitance bracket: 61.4002 to 61.4027 nF/cm2
Oblique K xx,xy,yy: 2.43465, 0.03675, 2.33351
Oblique interchanged xx,xy,yy: 1.15748, 0.01748, 1.10936
Predicted interchanged xx,xy,yy: 1.15733, 0.01747, 1.10925
Larger-K axis angles: 18.004, 17.999 degrees
Checkerboard K, sqrt(k1*k2): 1.643647, 1.643168
Bias, mean field: 1.0 V, 0.3125 MV/cm
Mean gap field / applied field: 1.20681
Mean gap field: 0.3771 MV/cm
Largest element field in matrix, 0.25 nm mesh: 0.4102 MV/cm
Largest element field in gap, 0.25 nm mesh: 0.5034 MV/cm
Rough matrix breakdown strength (input): 5.0 MV/cm
Liner thickness, k (rough inputs): 1 nm, 4.0
K_y with liner, change: 2.29350, 3.350 %
Product excess, liner held fixed: 11.391 %
Product excess, liner transformed: 0.0087 %
Support width, period: 6, 48 nm
K_y with supports, 1 nm mesh: 2.28442
3D product excess bracket: 0.4220 to 1.2512 %
Moist matrix k (rough input), K_y: 2.80, 2.28846
Moisture change of K_y: 3.123 %
Squared phase across cell at 100 GHz: 1.214e-08
Tunnel barrier, mass ratio (rough inputs): 3.0 eV, 0.5
log10 direct-tunnelling transmission: -158.9
Maximum electron energy gain from bias: 1.0 eV
```
